Conductivity and density-of-states masses of the germanium L valleys

**Problem**

The conduction-band minima of unstrained bulk germanium lie at the L points, where the Brillouin zone boundary meets the <111> directions. Near each minimum the energy surfaces are ellipsoids of revolution about the local <111> axis. The longitudinal mass, along the axis, is ml = 1.59. The transverse mass, for both directions across it, is mt = 0.082. Both are in units of the free-electron mass mₑ.

(a) How many complete valleys are there?

(b) Find the single mass mc that gives the weak-field mobility of electrons spread equally over the valleys.

(c) Find the single mass md for which one spherical band would have the same density of states as all the valleys together.

(d) A lightly doped n-type sample at 300 K has an electron density of 10¹⁶ cm⁻³ and a scattering time of 0.25 ps. Find the mobility, the conductivity, the Fermi level, and the drift velocity in a field of 100 V/cm. What happens if the two masses are exchanged?

(e) How does the mobility change if the electrons gather in one valley?

(f) Estimate the main effects that the model leaves out.

Take the bands as parabolic in (a) to (e). Assume that the scattering time τ is the same in all valleys and for all directions of motion, though it may depend on energy.

**Solution**

Formulas are in Hartree atomic units, in which ħ = mₑ = e = 1, unless e or mₑ is written out. Energies are measured from the band edge, and k is measured from the L point of the valley concerned.

**(a) The number of valleys**

With cubic lattice constant a₀, the L points are

(π/a₀)(±1, ±1, ±1),

which makes eight. Two points that differ by a reciprocal lattice vector describe the same electron states. For the face-centred cubic lattice of germanium these vectors are (2π/a₀)(h, k, l), with h, k, l all even or all odd.

Opposite points differ by (2π/a₀)(1, 1, 1), or the same with other signs. The integers are all odd, so opposite points are equivalent. Points that differ in one sign are separated by a vector of the type (2π/a₀)(1, 0, 0), and those that differ in two signs by the type (2π/a₀)(1, 1, 0). These mix even and odd integers, so such points are not equivalent.

The eight points therefore form four pairs. Seen inside one Brillouin zone, each point carries half an ellipsoid, and the two halves of a pair join into a whole one. The number of valleys is

g = 4.

**(b) The conductivity mass**

*One valley.* Along the principal axes of a valley, with masses m₁ = ml and m₂ = m₃ = mt,

E = k₁²/(2m₁) + k₂²/(2m₂) + k₃²/(2m₃),  vᵢ = ∂E/∂kᵢ = kᵢ/mᵢ.

An electron has charge −1, so a field F changes its k at the rate −F. In the steady state this drift is balanced by relaxation towards the equilibrium occupation f₀:

−F·∇ₖf = −(f − f₀)/τ.

To first order in F, f on the left may be replaced by f₀. Since ∇ₖf₀ = v df₀/dE,

f = f₀ + τ (F·v) df₀/dE.

The current is the charge −1 times the sum of v f over states, with two spins and a density of 1/(2π)³ in k space per unit volume. The f₀ part carries no current, because v is odd in k. What remains is

jᵢ = Σⱼ σᵢⱼFⱼ,  σᵢⱼ = [2/(2π)³] ∫ τ vᵢvⱼ (−df₀/dE) d³k.

The two minus signs, one from the force and one from the charge, have cancelled, so the current runs along the field when the mass is isotropic.

To do the integral, set kᵢ = √mᵢ qᵢ. Then

E = q²/2,  vᵢ = qᵢ/√mᵢ,  d³k = √(ml mt²) d³q.

The energy is now spherical in q. Averaged over directions, qᵢqⱼ vanishes for i ≠ j and equals q²/3 = 2E/3 for i = j. Also, q² dq = q (q dq) = √(2E) dE, so d³q becomes 4π√(2E) dE. Write

C = [2/(2π)³] √(ml mt²) 4π√2.

The valley then contributes

σᵢᵢ = (1/mᵢ) C (2/3) ∫ τ E^(3/2) (−df₀/dE) dE.

Its electron density is

n_v = C ∫ E^(1/2) f₀ dE = C (2/3) ∫ E^(3/2) (−df₀/dE) dE.

The last form follows by integration by parts; the boundary term E^(3/2) f₀ vanishes at both ends. Dividing the two results gives

σᵢᵢ = n_v ⟨τ⟩/mᵢ,

⟨τ⟩ = ∫ τ E^(3/2) (−df₀/dE) dE / ∫ E^(3/2) (−df₀/dE) dE.

The energy dependence of τ and the form of f₀ enter through ⟨τ⟩ alone. The masses stand outside the average.

*Four valleys.* The principal axes differ from valley to valley, so the contributions must be added in common crystal axes. For a valley with unit axis a, the inverse mass tensor is

W = (1/mt) I + (1/ml − 1/mt) a aᵀ,

where I is the unit matrix. Acting on a vector along a, it gives 1/ml; acting on a vector perpendicular to a, it gives 1/mt, as it must. The four axes can be taken as

(1, 1, 1)/√3, (1, −1, −1)/√3, (−1, 1, −1)/√3, (−1, −1, 1)/√3.

Each diagonal element of the sum of a aᵀ is 4 × 1/3. The off-diagonal elements are

xy: (1 − 1 − 1 + 1)/3 = 0,
xz: (1 − 1 + 1 − 1)/3 = 0,
yz: (1 + 1 − 1 − 1)/3 = 0.

The average of a aᵀ over the valleys is therefore I/3. With equal populations, the average of W is

[1/mt + (1/3)(1/ml − 1/mt)] I = (1/3)(1/ml + 2/mt) I.

The response is isotropic although no single valley is. Writing σ = n⟨τ⟩/mc defines the conductivity mass:

1/mc = (1/3)(1/ml + 2/mt).

Inverse masses are averaged because, for a given force and time, the velocity gained is proportional to the inverse mass, and the current adds velocities. The numbers are

1/ml = 0.6289,  2/mt = 24.3902,

mc = 3/25.0192 = 0.1199.

**The conductivity mass is 0.120 mₑ.**

As a test, the integral for σᵢⱼ was replaced by a sum over a cubic k grid, with the velocities taken from finite differences of E(k). For a Boltzmann gas the sum gives 0.11991, and for a degenerate gas with its Fermi level 3kT above the band edge it gives the same value.

The longitudinal term supplies 2.5 % of 1/mc. Even if ml were infinite, mc would rise no further than 3mt/2 = 0.123. The conductivity mass is thus set almost wholly by mt. In the opposite case of a spherical valley, ml = mt = m, the formula returns mc = m, whatever the number of valleys.

**(c) The total density-of-states mass**

The states of one valley below energy E fill an ellipsoid with semi-axes √(2ml E), √(2mt E) and √(2mt E). Its volume is

(4π/3)(2E)^(3/2) √(ml mt²).

Multiplication by 2/(2π)³ for spin and state density, and by g for the valleys, gives the number of states per unit volume:

N(E) = g (2E)^(3/2) √(ml mt²)/(3π²).

One spherical band of mass md would have

N(E) = (2md E)^(3/2)/(3π²).

The two agree at every energy if md^(3/2) = g √(ml mt²). Squaring and taking the cube root,

md = (g² ml mt²)^(1/3) = g^(2/3) (ml mt²)^(1/3).

The valley number appears squared under the root because the number of states grows as the power 3/2 of the mass. Four times the states need a mass larger by 4^(2/3) = 2.520, not by 4. The numbers are

ml mt² = 0.010691,  16 ml mt² = 0.171059,

md = 0.171059^(1/3) = 0.5551.

**The total density-of-states mass is 0.555 mₑ.**

The mass of one valley alone is 0.220, and 2.520 × 0.2203 = 0.555. As a test, the grid points inside the four ellipsoids were counted up to a fixed energy; the count is 0.99993 of the value from the formula.

The two masses answer different questions. The conductivity mass is a harmonic mean of ml, mt and mt, which favours the light directions. The mass of one valley is their geometric mean, which measures the volume in k space. The valley number then multiplies the states but leaves the velocity of each electron unchanged, so it enters md and not mc. No scattering time was used for md.

**(d) The sample at 300 K**

For a constant scattering time, ⟨τ⟩ = τ. With the units restored, τ = 0.25 ps gives

μ = eτ/(mc mₑ) = 3.67 × 10³ cm²/Vs.

The conductivity and drift velocity follow:

σ = e n μ = 5.9 S/cm,

v_d = μF = 3667 × 100 cm/s = 3.7 × 10⁵ cm/s.

For the Fermi level we need the density of a Boltzmann gas. Differentiating N(E) gives the density of states (2md)^(3/2) E^(1/2)/(2π²). With f₀ = exp[(E_F − E)/kT],

n = exp(E_F/kT) [(2md)^(3/2)/(2π²)] ∫ E^(1/2) exp(−E/kT) dE.

The integral from zero to infinity is (√π/2)(kT)^(3/2). Hence

n = Nc exp(E_F/kT),  Nc = 2 [md kT/(2π)]^(3/2).

At 300 K, kT = 0.02585 eV and Nc = 1.04 × 10¹⁹ cm⁻³. The Fermi level is

E_F = kT ln(n/Nc) = 0.02585 eV × ln[10¹⁶/(1.038 × 10¹⁹)] = −0.18 eV.

It lies about seven kT below the band edge, which justifies Boltzmann statistics.

Now exchange the masses. Using md in the mobility gives 792 cm²/Vs, too small by the factor md/mc = 4.63. Using mc in Nc gives 1.04 × 10¹⁸ cm⁻³, too small by (md/mc)^(3/2) = 9.96. At the same electron density, the second error would raise the calculated Fermi level by kT ln 9.96, or about 0.06 eV.

**(e) Electrons gathered in one valley**

Stress along [111] can lower one valley relative to the other three. Let a fraction p of the electrons occupy the [111] valley, and let the rest be shared equally by the others. We keep ml, mt and τ fixed, so that only the populations change.

For motion along [111], the inverse mass of each valley depends on the squared cosine between its axis and [111]. This is 1 for the chosen valley. For each of the others the scalar product of the unit axes is ±1/3, so the squared cosine is 1/9. The population average is

s = p + (1 − p)/9 = (1 + 8p)/9,

and the inverse mass along [111] is

1/m = 1/mt + (1/ml − 1/mt) s.

Equal filling, p = 1/4, gives s = 1/3 and recovers mc. Complete transfer, p = 1, gives s = 1 and m = ml. Across the axis the mass is then mt. For the same scattering time the mobilities are

along [111]: 277 cm²/Vs,
across [111]: 5362 cm²/Vs.

Their average over three perpendicular directions is (277 + 2 × 5362)/3 = 3667 cm²/Vs, the value for equal filling. Redistribution does not change this average at fixed masses and τ; it makes the response depend on direction. A single mc no longer describes the material. The density-of-states mass also changes: with one valley in use, g = 1 and it is 0.220.

**(f) What the model leaves out**

*Nonparabolicity.* Away from the minimum the band rises more slowly than a parabola. A simple description, which treats all directions alike, is

E(1 + αE) = γ(k),

where γ is the old parabolic energy and α is taken as 0.3 per eV, a rough value. Then αkT = 0.0078, small enough for a first-order calculation.

The number of states below E is proportional to γ^(3/2), so the density of states is proportional to γ^(1/2) γ′, with γ′ = dγ/dE = 1 + 2αE. To first order,

γ^(1/2) γ′ = E^(1/2) (1 + αE/2 + 2αE) = E^(1/2) (1 + 5αE/2).

In a Boltzmann gas the mean of E with weight E^(1/2) exp(−E/kT) is 3kT/2. At a fixed Fermi level the electron density therefore changes by the factor

1 + (5/2)(3/2) αkT = 1 + (15/4) αkT.

The velocity is now ∇ₖγ/γ′. The product vᵢvⱼ is thus the parabolic one, proportional to γ, divided by γ′². Multiplied by the density of states it gives

γ^(3/2)/γ′ = E^(3/2) (1 + 3αE/2 − 2αE) = E^(3/2) (1 − αE/2).

The mean of E with weight E^(3/2) exp(−E/kT) is 5kT/2, so for constant τ the conductivity at a fixed Fermi level changes by 1 − (5/4) αkT. The conductivity mass is proportional to density divided by conductivity, and its factor is

1 + (15/4 + 5/4) αkT = 1 + 5αkT.

This is a rise of 3.9 %; the k sum with the full nonparabolic energy also gives 3.9 %. The density rises by 2.9 %. For the same τ, the mobility of part (d) would fall by just under 4 %.

*Higher valleys.* Electrons can also occupy the Γ valley, roughly 0.14 eV above L, and six Δ valleys, roughly 0.18 eV above L. In a Boltzmann gas the population ratio is the ratio of the md^(3/2) values times exp(−ΔE/kT), where ΔE is the height above L. With a rough mass of 0.04 for Γ, and 0.9 and 0.2 for Δ, the ratios to the L population are 9 × 10⁻⁵ and 3 × 10⁻³. These are orders of magnitude only: a change of 0.03 eV in ΔE alters a ratio by a factor of about 3. The Δ valleys hold more electrons although they lie higher, because they offer far more states.

*Degeneracy.* At the Fermi level of part (d), Fermi–Dirac statistics lower the density by 0.03 % relative to the Boltzmann value.

*Direction-dependent scattering.* If motion along and across the valley axis relaxes with different times, the mobility becomes (1/3)(τl/ml + 2τt/mt). Doubling τl at fixed τt raises it by 2.5 %, the longitudinal share found in part (b). The heavy mass protects the result from a poor knowledge of τl as long as τl/τt is of order one, as in this lightly doped sample at 300 K, where phonon scattering dominates. Where ionized impurities dominate, τl/τt is near ten, and the mobility exceeds the value for τl = τt by more than 20 %. An error in τt would pass almost fully into the mobility.

*Heating by the field.* An electron gains energy at the mean rate eFv_d and keeps it for an energy relaxation time, taken roughly as 3 ps. At 100 V/cm the stored energy is 0.4 % of kT. With mobility and relaxation time held fixed it grows as F², and at 1 kV/cm it would be about 40 % of kT. The weak-field mobility should not be relied on there.

*The masses themselves.* Band masses depend somewhat on temperature. As a measure of sensitivity, a 5 % rise of mt at fixed ml raises mc by 4.9 % and md by 3.3 %. The second figure follows from md ∝ mt^(2/3).

**The result beside real germanium**

The electron mobility of lightly doped bulk germanium at room temperature is roughly 4000 cm²/Vs. The calculated value is close to this because the scattering time was chosen in that regime; it is not a prediction of the mobility. What the calculation supplies is the link between τ and μ, good to several percent given the corrections above.

A thin germanium channel can break the assumption of equal filling, depending on its orientation. In a (100) film the normal makes the same angle with all four valley axes, so the valleys stay equivalent. Equal filling does not preserve the bulk value of mc, however: if the film is so thin that motion across it is quantized, the tilted ellipsoids give in-plane masses mt and (2ml + mt)/3, and hence a conductivity mass of about 0.15 in the plane. This holds only while the electrons stay in the L valleys. Their mass across the film is light, 0.12, so confinement raises them quickly. In a hard-wall well at 300 K, with the rough Δ values of part (f), the Δ valleys take 15 to 20 % of the electrons at a thickness of 4 nm and over 90 % at 3 nm. In a (111) film, confinement favours the valley whose heavy mass points across the film, and its mass for motion in the plane is mt. If all electrons were in that valley and τ stayed at 0.25 ps, the mobility in the plane would be 5362 instead of 3667 cm²/Vs, a gain of 46 %. Such complete transfer needs a very thin film: in a hard-wall well at 300 K the favoured valley holds about 97 % of the electrons at 5 nm but only about half at 10 nm, where the gain is near 10 %. Scattering at the interfaces can shorten τ and remove part or all of this gain. The density of states of such a film must also be counted in two dimensions, so the bulk value md = 0.555 does not apply to it.

The numerical output gives the values with more digits.

Values computed for the example and the checks

```
longitudinal mass ml = 1.59 m_e
transverse mass mt = 0.082 m_e
number of whole valleys g = 4
1/ml = 0.6289 per m_e
2/mt = 24.3902 per m_e
1/ml + 2/mt = 25.0192 per m_e
conductivity mass mc, formula = 0.11991 m_e
conductivity mass mc, k sum = 0.11991 m_e
mc, k sum, degenerate gas (eta = 3) = 0.11991 m_e
ml mt^2 = 0.010691 m_e^3
g^2 ml mt^2 = 0.171059 m_e^3
density-of-states mass, one valley = 0.22030 m_e
valley factor g^(2/3) = 2.5198
total density-of-states mass md, formula = 0.55511 m_e
total density-of-states mass md, k sum = 0.55511 m_e
counted states / formula = 0.99993
arithmetic mean mass (ml+2mt)/3 = 0.5847 m_e
mean tau for tau = E/kT, k sum test = 2.5000
temperature = 300 K, kT = 0.02585 eV
electron density = 1.0e+16 cm^-3
scattering time = 0.25 ps
field = 100 V/cm
mobility with mc = 3667 cm2/Vs
mobility if md were misused = 792 cm2/Vs
ratio md/mc = 4.629
Nc with md = 1.038e+19 cm^-3
Nc if mc were misused = 1.042e+18 cm^-3
ratio (md/mc)^(3/2) = 9.96
Fermi level minus band edge = -0.1795 eV
conductivity = 5.875 S/cm
drift velocity = 3.667e+05 cm/s
one valley, mobility along its axis = 277 cm2/Vs
one valley, mobility across axis = 5362 cm2/Vs
rough nonparabolicity alpha = 0.3 per eV
alpha kT = 0.00776
rise of mc, k sum = 3.87 %
rise of mc, first order = 3.88 %
rise of density, k sum = 2.93 %
rise of density, first order = 2.91 %
rough Gamma valley: 0.14 eV above L, mass 0.04 m_e
Gamma/L electron ratio = 8.6e-05
rough Delta valleys (six): 0.18 eV above L
rough Delta masses: 0.9 and 0.2 m_e
Delta/L electron ratio = 2.6e-03
density change by degeneracy = -0.034 %
longitudinal share of 1/mc = 2.51 %
mobility rise if only tau_l doubles = 2.51 %
rough energy relaxation time = 3.0 ps
field heating energy / kT = 0.43 %
mc change for mt up 5 % = 4.87 %
md change for mt up 5 % = 3.31 %
```
